# Pairing, normalization and completeness of the RPA eigenvectors, part 1

(Sections cited here and not found follow in the later parts.)

## 1. The result

Hartree atomic units are used, and orbitals are real until Part 11. Let $A$ and $B$ be real symmetric $N\times N$ matrices, where $N$ is the number of particle-hole pairs. The random-phase approximation (RPA) eigenvalue problem is

$$
\begin{pmatrix} A & B\\ -B & -A\end{pmatrix}\begin{pmatrix} X_n\\ Y_n\end{pmatrix}=\omega_n\begin{pmatrix} X_n\\ Y_n\end{pmatrix},\tag{1}
$$

with $X_n$ and $Y_n$ columns of length $N$. Three statements hold, under different conditions.

(a) Pairing. For any such $A$ and $B$, if $(X_n;Y_n)$ solves (1) with eigenvalue $\omega_n$, then $(Y_n;X_n)$ solves it with eigenvalue $-\omega_n$.

(b) Normalization. Suppose that $A+B$ and $A-B$ are both positive definite, which is called stability. Then the $2N$ eigenvalues are real and nonzero, and $N$ of them are positive. The eigenvectors of the positive ones, collected as columns of $N\times N$ matrices $X$ and $Y$, can be chosen real and such that

$$
X^TX-Y^TY=1,\qquad X^TY-Y^TX=0.\tag{2}
$$

(c) Completeness. Under the same condition,

$$
XX^T-YY^T=1,\qquad XY^T-YX^T=0.\tag{3}
$$

An eigenvalue equation does not fix the length of a vector, so (2) is not obeyed by an arbitrary set of eigenvectors. The diagonal of the first relation is a scale that one chooses, and the content of (b) is that the choice is possible. Inside a degenerate level the vectors must also be orthogonalized. Without stability, no set of $N$ real eigenvectors with positive eigenvalues obeys (2), as Part 8 shows. Such a set does not obey (3) either, since for square $X$ and $Y$ each of (2) and (3) implies the other. From (2) and (3) follows the plasmon formula for the correlation energy,

$$
E_c=\tfrac12\Big(\sum_{n=1}^N\omega_n-\operatorname{Tr}A\Big)=-\sum_{n=1}^N\omega_n\,Y_n^TY_n .\tag{4}
$$

## 2. Notation, and the matrices A and B

Define the $2N\times2N$ matrices

$$
M=\begin{pmatrix}A&B\\B&A\end{pmatrix},\qquad \eta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad \sigma=\begin{pmatrix}0&1\\1&0\end{pmatrix},
$$

where $1$ is the $N\times N$ unit matrix. They obey $M^T=M$, $\eta^2=1$ and $\sigma^2=1$. Multiplying $M$ from the left by $\eta$ reverses the sign of its lower block row, so the matrix in (1) is $L=\eta M$. With $z_n=(X_n;Y_n)$, equation (1) reads $Lz_n=\omega_nz_n$. Multiplying by $\eta$ and using $\eta^2=1$ gives the equivalent form

$$
Mz_n=\omega_n\,\eta z_n .\tag{5}
$$

This is a generalized symmetric eigenvalue problem in which $\eta$ stands where an overlap matrix would stand. The bilinear form $z^\dagger\eta z'=X^\dagger X'-Y^\dagger Y'$ is the metric. It is indefinite, since $(X;0)$ has a positive and $(0;Y)$ a negative square, and for this reason the usual theorems on symmetric eigenproblems have to be proved again.

The proofs use only the symmetry of $A$ and $B$ and the stability condition, but the examples need their electronic form. Let $|0_{\rm HF}\rangle$ be a Hartree–Fock determinant with energy $E_0$, occupied spin orbitals $i,j$, virtual ones $a,b$, and orbital energies $\varepsilon$. Let $\hat\kappa=\sum_{ia}\kappa_{ia}\,a_a^\dagger a_i$. The state $e^{\hat\kappa}|0_{\rm HF}\rangle$ is again a determinant, in which occupied orbital $i$ is replaced by $\phi_i+\sum_a\kappa_{ia}\phi_a$. Expand its energy to second order in $\kappa$. The norm is $1+\langle\hat\kappa^\dagger\hat\kappa\rangle$. The numerator is $E_0+\langle\hat\kappa^\dagger H\hat\kappa\rangle+\frac12\langle H\hat\kappa^2\rangle+\frac12\langle\hat\kappa^{\dagger2}H\rangle$, the linear terms being zero by Brillouin's theorem. Dividing,

$$
E(\kappa)-E_0=\langle\hat\kappa^\dagger(H-E_0)\hat\kappa\rangle+\operatorname{Re}\langle H\hat\kappa^2\rangle=\kappa^\dagger A\kappa+\operatorname{Re}\,\kappa^TB\kappa .\tag{6}
$$

Here $A$ is the matrix of $H-E_0$ between singly excited determinants and $B$ couples the reference to doubly excited ones. The Slater–Condon rules give, in the notation $(pq|rs)=\iint\phi_p(1)\phi_q(1)\,r_{12}^{-1}\,\phi_r(2)\phi_s(2)$,

$$
A_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+(ia|jb)-(ij|ab),\qquad B_{ia,jb}=(ia|jb)-(ib|ja).
$$

Both are symmetric under $ia\leftrightarrow jb$, because for real orbitals $(ia|jb)=(jb|ia)$, $(ij|ab)=(ji|ba)$ and $(ib|ja)=(ja|ib)$. With these matrices (1) is time-dependent Hartree–Fock theory (TDHF). Write $\kappa=\kappa'+i\kappa''$ with real parts $\kappa',\kappa''$. The cross terms in $\kappa^\dagger A\kappa$ cancel because $A$ is symmetric, and those in $\kappa^TB\kappa$ are imaginary, so (6) becomes $\kappa'^T(A+B)\kappa'+\kappa''^T(A-B)\kappa''$. Stability therefore makes the determinant a local minimum of the energy under the real and imaginary orbital rotations that are included in $A$ and $B$. If only singlet rotations are included, as in the matrices below, nothing is said about real rotations with opposite amplitudes for the two spins (triplet rotations), which may still lower the energy. The imaginary ones are covered, because $(ia|jb)$ cancels from $A-B$, and this matrix is the same for singlet and triplet amplitudes.

For a closed shell, singlet excitations have $\kappa_{ia\alpha}=\kappa_{ia\beta}=\kappa_{ia}/\sqrt2$, so the singlet matrices are one half of the sum of the four spin blocks. The integral $(ia|jb)$ survives in all four blocks and acquires a factor 2. The exchange-type integrals and the orbital energy difference survive only in the two same-spin blocks and keep a factor 1. In spatial orbitals,

$$
A=\Delta+K-(ij|ab),\qquad B=K-(ib|ja),\qquad K_{ia,jb}=2(ia|jb),
$$

with $\Delta$ the diagonal matrix of $\varepsilon_a-\varepsilon_i$. Direct RPA drops the exchange-type terms, which leaves $A=\Delta+K$ and $B=K$. Then $A-B=\Delta$ and $A+B=\Delta+2K$. The form $\kappa^TK\kappa$ is twice the integral $\iint\rho(1)\rho(2)/r_{12}$ with $\rho=\sum\kappa_{ia}\phi_i\phi_a$, which is a Coulomb self-energy and cannot be negative. Direct RPA is thus stable whenever all $\Delta_{ia}>0$. In the triplet combination the two spin amplitudes have opposite signs, the four contributions of $(ia|jb)$ cancel, and direct RPA has $A=\Delta$, $B=0$.

## 3. Pairing

Conjugation with $\sigma$ exchanges the two block rows and the two block columns. The matrix $M$ has equal diagonal blocks and equal off-diagonal blocks, so $\sigma M\sigma=M$. The two diagonal blocks of $\eta$ are opposite, so $\sigma\eta\sigma=-\eta$. Inserting $\sigma^2=1$ between the factors of $L$,

$$
\sigma L\sigma=(\sigma\eta\sigma)(\sigma M\sigma)=-\eta M=-L .\tag{7}
$$

Multiplying (7) from the right by $\sigma$ gives $\sigma L=-L\sigma$. Let $\bar z_n=\sigma z_n=(Y_n;X_n)$. Then

$$
L\bar z_n=L\sigma z_n=-\sigma Lz_n=-\omega_n\sigma z_n=-\omega_n\bar z_n ,
$$

which is statement (a). The same thing is seen in components. Equation (1) is the pair

$$
AX_n+BY_n=\omega_nX_n,\qquad BX_n+AY_n=-\omega_nY_n,\tag{8}
$$

and the exchange $X_n\leftrightarrow Y_n$ together with $\omega_n\to-\omega_n$ turns each equation into the other.

Multiplicities are paired as well. Since $\det\sigma\cdot\det\sigma=1$,

$$
\det(L-\omega)=\det\big[\sigma(L-\omega)\sigma\big]=\det(-L-\omega)=(-1)^{2N}\det(L+\omega)=\det(L+\omega).
$$

The characteristic polynomial is even in $\omega$, so it is a polynomial of degree $N$ in $\omega^2$. For general symmetric $2\times2$ blocks this evenness was also confirmed by expanding the $4\times4$ determinant symbolically. Because $L$ is real, the polynomial has real coefficients, and non-real roots also come in conjugate pairs. A root with both real and imaginary parts therefore belongs to a set of four, $\pm\omega$ and $\pm\omega^*$.

The partner has the opposite metric norm:

$$
\bar z_m^\dagger\eta\bar z_n=z_m^\dagger\sigma\eta\sigma z_n=-z_m^\dagger\eta z_n .\tag{9}
$$

One consequence of the pairing is that the sum of all $2N$ eigenvalues is $\operatorname{Tr}L=\operatorname{Tr}A-\operatorname{Tr}A=0$. The sum in the plasmon formula runs over the $N$ positive roots only, and it cannot be read from the trace of $L$.

## 4. Orthogonality in the metric

Take two eigenvectors, which at this point may be complex, and evaluate $z_m^\dagger Mz_n$ twice. Letting $M$ act to the right and using (5) gives $\omega_n\,z_m^\dagger\eta z_n$. Since $M$ is real symmetric, and hence Hermitian, $z_m^\dagger M=(Mz_m)^\dagger=(\omega_m\eta z_m)^\dagger=\omega_m^*z_m^\dagger\eta$, which gives $\omega_m^*\,z_m^\dagger\eta z_n$. Subtracting,

$$
(\omega_m^*-\omega_n)\,z_m^\dagger\eta z_n=0 .\tag{10}
$$

For $\omega_n\neq\omega_m^*$ the two vectors are orthogonal in the metric. For $m=n$ the factor is $-2i\operatorname{Im}\omega_n$. With a positive overlap matrix one would conclude that $\omega_n$ is real. With $\eta$ a second possibility remains, namely a non-real $\omega_n$ with $z_n^\dagger\eta z_n=0$. Such a vector has $X_n^\dagger X_n=Y_n^\dagger Y_n$, and no rescaling brings its norm to 1. Equation (10) holds with or without stability.

## 5. Stability and the sign of the norm

For a real vector $z=(X;Y)$, set $P=(X+Y)/\sqrt2$ and $Q=(X-Y)/\sqrt2$, so that $X=(P+Q)/\sqrt2$ and $Y=(P-Q)/\sqrt2$. Then

$$
z^TMz=X^TAX+Y^TAY+2X^TBY .
$$

The first two terms give $\frac12[(P+Q)^TA(P+Q)+(P-Q)^TA(P-Q)]=P^TAP+Q^TAQ$. The third gives $(P+Q)^TB(P-Q)=P^TBP-Q^TBQ$, the cross terms cancelling because $B$ is symmetric. Hence

$$
z^TMz=P^T(A+B)P+Q^T(A-B)Q .
$$

The vectors $P$ and $Q$ are independent and vanish together only for $z=0$, so $M$ is positive definite exactly when both $A+B$ and $A-B$ are.

Assume $M>0$ from here on. It has a symmetric positive square root $M^{1/2}$, and

$$
M^{1/2}LM^{-1/2}=M^{1/2}\eta MM^{-1/2}=M^{1/2}\eta M^{1/2}.
$$

The right side is real symmetric. So $L$ is similar to a real symmetric matrix. It has $2N$ real eigenvalues and $2N$ linearly independent real eigenvectors, obtained by applying $M^{-1/2}$ to those of the symmetric matrix. No eigenvalue is zero, because $\det L=\det\eta\,\det M\neq0$. The pairing, with multiplicities, then leaves exactly $N$ positive and $N$ negative eigenvalues. Label the positive ones $\omega_1,\dots,\omega_N$.

Multiplying (5) from the left by $z^T$ gives

$$
z^T\eta z=\frac{z^TMz}{\omega}.\tag{11}
$$

The numerator is positive, so the metric norm has the sign of the eigenvalue. For $\omega_n>0$, dividing $z_n$ by $(z_n^T\eta z_n)^{1/2}$ gives $X_n^TX_n-Y_n^TY_n=1$. The partner then has norm $-1$ by (9), and no rescaling can change that sign.

For two different positive eigenvalues, (10) gives $z_m^T\eta z_n=0$. For a level of degeneracy $g$, equation (10) is silent. But every vector of the eigenspace is an eigenvector, so (11) shows that $\eta$ restricted to this space is positive definite. If the columns of $V$ are any real basis of the space, the $g\times g$ matrix $G=V^T\eta V$ is symmetric positive definite, and the columns of $VG^{-1/2}$ satisfy $G^{-1/2}V^T\eta VG^{-1/2}=1$. With this choice in each level,

$$
z_m^T\eta z_n=X_m^TX_n-Y_m^TY_n=\delta_{mn},
$$

and this is the $(m,n)$ element of $X^TX-Y^TY=1$.

The second relation comes from a vector and a partner. The eigenvalues $-\omega_m$ of $\bar z_m$ and $+\omega_n$ of $z_n$ have opposite signs and are never equal, so (10) gives

$$
\bar z_m^T\eta z_n=Y_m^TX_n-X_m^TY_n=0
$$

for all $m,n$, degenerate or not. This is the $(m,n)$ element of $Y^TX-X^TY=0$. Statement (b) is proved. The remaining freedom is a sign for each vector and an orthogonal rotation within each degenerate level.

A general-purpose solver applied to the nonsymmetric matrix $L$ returns vectors with $X_n^TX_n+Y_n^TY_n=1$, and an arbitrary basis of each degenerate level. For a nondegenerate level, using such a vector without rescaling multiplies the transition strength by its metric norm $X_n^TX_n-Y_n^TY_n\le1$, which equals $1/(1+2Y_n^TY_n)$ in terms of the $Y_n$ normalized by (2).

## 6. Explicit construction

Adding and subtracting the two equations (8), with $\Omega=\operatorname{diag}(\omega_1,\dots,\omega_N)$ and all columns written together,

$$
(A+B)(X+Y)=(X-Y)\,\Omega,\qquad (A-B)(X-Y)=(X+Y)\,\Omega .\tag{12}
$$

The matrix $\Omega$ stands on the right because it multiplies column $n$ by $\omega_n$. Applying $A-B$ to the first equation and using the second gives $(A-B)(A+B)(X+Y)=(X+Y)\Omega^2$, an $N\times N$ problem for $\omega^2$. The product $(A-B)(A+B)$ is in general not symmetric, but it can be symmetrized. Let $S=(A-B)^{1/2}$, which exists and is invertible because $A-B>0$, and let

$$
C=S(A+B)S .
$$

This matrix is symmetric, and it is positive definite because $v^TCv=(Sv)^T(A+B)(Sv)>0$ for $v\neq0$. Therefore $C=U\Omega^2U^T$ with $U$ orthogonal and all $\omega_n^2>0$, and the positive square roots are taken. Define

$$
X+Y=SU\Omega^{-1/2},\qquad X-Y=S^{-1}U\Omega^{1/2}.\tag{13}
$$

The second equation of (12) holds, since $(A-B)(X-Y)=S^2S^{-1}U\Omega^{1/2}=SU\Omega^{-1/2}\Omega$. The first holds as well. Writing $(A+B)S=S^{-1}C$ and using $CU=U\Omega^2$,

$$
(A+B)(X+Y)=S^{-1}CU\Omega^{-1/2}=S^{-1}U\Omega^{3/2}=(X-Y)\,\Omega .
$$

The powers of $\Omega$ in (13) were chosen for the normalization:

$$
(X+Y)^T(X-Y)=\Omega^{-1/2}U^TSS^{-1}U\Omega^{1/2}=1 .\tag{14}
$$

Expanding the left side gives $(X^TX-Y^TY)+(Y^TX-X^TY)$. The first bracket is a symmetric matrix and the second an antisymmetric one. The right side is symmetric, so the first bracket equals 1 and the second vanishes. The single equation (14) contains both relations (2). Degenerate levels need no separate treatment here, since the columns of $U$ are orthonormal in any case.

## 7. Completeness

Collect the $N$ vectors and their partners as columns of one square matrix,

$$
Z=\begin{pmatrix}X&Y\\Y&X\end{pmatrix}.
$$

Multiplying out the blocks, with $\eta Z=\begin{pmatrix}X&Y\\-Y&-X\end{pmatrix}$,

$$
Z^T\eta Z=\begin{pmatrix}X^TX-Y^TY&X^TY-Y^TX\\Y^TX-X^TY&Y^TY-X^TX\end{pmatrix}=\begin{pmatrix}1&0\\0&-1\end{pmatrix}=\eta,\tag{15}
$$

by (2). Multiplying (15) from the left by $\eta$ gives $(\eta Z^T\eta)Z=1$. For a square matrix a left inverse is also a right inverse: taking determinants shows $\det Z\neq0$, so $Z^{-1}$ exists, and multiplying by it from the right gives

$$
Z^{-1}=\eta Z^T\eta=\begin{pmatrix}X^T&-Y^T\\-Y^T&X^T\end{pmatrix}.\tag{16}
$$

Now $ZZ^{-1}=Z\eta Z^T\eta=1$, and multiplying from the right by $\eta$,

$$
Z\eta Z^T=\eta .\tag{17}
$$

In blocks, with $Z\eta=\begin{pmatrix}X&-Y\\Y&-X\end{pmatrix}$,

$$
Z\eta Z^T=\begin{pmatrix}XX^T-YY^T&XY^T-YX^T\\YX^T-XY^T&YY^T-XX^T\end{pmatrix}.
$$

Equating this to $\eta$ gives (3), and statement (c) is proved. The step from (15) to (17) uses that $Z$ is square, which means that all $N$ modes and all $N$ partners are present. A calculation of the lowest few roots satisfies (2) among those roots and does not satisfy (3).

The reduced form gives the same result. By (14) the square matrices $(X+Y)^T$ and $X-Y$ are inverse to each other, so they may be multiplied in the other order:

$$
(X-Y)(X+Y)^T=(XX^T-YY^T)+(XY^T-YX^T)=1 ,\tag{18}
$$

and the symmetric and antisymmetric parts are again the two relations (3).

A product $ZDZ^T$ with $D$ diagonal is a sum over columns of $Z$, each outer product weighted by its element of $D$. Thus $Z\eta Z^T\eta=1$ reads

$$
\sum_{n=1}^N\big(z_nz_n^T-\bar z_n\bar z_n^T\big)\,\eta=1 .\tag{19}
$$

This is the resolution of the identity in the indefinite metric. It differs from the ordinary one in two places. The row vector is $z_n^T\eta$ and not $z_n^T$, and each term carries the sign of its norm. The row vector $z_n^T\eta$ is the left eigenvector of $L$, since $z_n^T\eta L=z_n^TM=\omega_nz_n^T\eta$. Applying (19) to an arbitrary vector $v$ expands it as

$$
v=\sum_n\big(c_nz_n+\bar c_n\bar z_n\big),\qquad c_n=z_n^T\eta v,\qquad \bar c_n=-\bar z_n^T\eta v .
$$

The minus sign in $\bar c_n$ is the sign of the norm of the partner. It can be checked with $v=\bar z_m$, for which $\bar z_m^T\eta\bar z_m=-1$ and $\bar c_m=+1$, as it must be.

Relations (2) and (3) contract different indices. In $X^TX$ the sum is over pairs $p$ and the free indices are modes, while in $XX^T$ the sum is over modes and the free indices are pairs. In components (3) is

$$
\sum_n\big(X_{pn}X_{qn}-Y_{pn}Y_{qn}\big)=\delta_{pq},\qquad\sum_n\big(X_{pn}Y_{qn}-Y_{pn}X_{qn}\big)=0 .
$$

The matrices $X^TX$ and $XX^T$ are in general different. Both sides of (3) are unchanged by $X\to XR$, $Y\to YR$ with $R$ orthogonal, so the freedom left in degenerate levels does not affect them.

Pairing has been proved for any real symmetric $A$ and $B$, and normalization and completeness under the stability condition. What remains is to derive the spectral forms, the boson interpretation and the plasmon formula, to treat complex orbitals, and to examine failures and numerical examples.
